\section*{Success Probability of Ideally Multiplexed Heralded Photon Sources}

\section{What symmetry already fixes}

Let $F(N)$ be the probability that a bank of $N$ identical, independent photon sources yields no success in one clock cycle. It is a pure number, so no length, time or energy can enter except through dimensionless ratios. Relabelling identical sources changes nothing, so only their number matters. Now divide a bank of $M+N$ sources into two banks. The whole fails if and only if both parts fail, and independence multiplies their probabilities:
\begin{equation}
F(M+N)=F(M)F(N).
\end{equation}
Adding one source at a time gives $F(N)=F(1)^N$. If one source succeeds with probability $p$, then $F(1)=1-p$, and the probability of at least one success must have the form
\begin{equation}
P_N=1-(1-p)^N .
\label{eq:form}
\end{equation}
It remains to find $p$, to see what independence means for quantum sources, and to connect ``at least one success'' with ``one photon delivered''.

\section{One source}

A heralded source creates photons in pairs. One photon of a pair, in mode $b$, goes to a detector and announces its partner in mode $a$. I assume one mode on each side, a strong classical pump, no loss, and both modes initially empty. In atomic units, with $\hbar=1$, the pair-creation Hamiltonian in the interaction picture is
\begin{equation}
H=ig(a^\dagger b^\dagger-ab),
\end{equation}
where $g$ is real. Since $i\,d|\psi\rangle/dt=H|\psi\rangle$, dividing by $i$ and setting $r=gt$ gives
\begin{equation}
\frac{d|\psi\rangle}{dr}=(a^\dagger b^\dagger-ab)|\psi\rangle .
\end{equation}
Photons appear and disappear in pairs, so $|\psi\rangle=\sum_n c_n|n,n\rangle$. The ladder operators give
\begin{align}
a^\dagger b^\dagger|n,n\rangle&=(n+1)|n+1,n+1\rangle,\\
ab|n,n\rangle&=n|n-1,n-1\rangle .
\end{align}
The state $|n,n\rangle$ is reached from $n-1$ by creation and from $n+1$ by annihilation. Therefore
\begin{equation}
\frac{dc_n}{dr}=n c_{n-1}-(n+1)c_{n+1},\qquad c_n(0)=\delta_{n0}.
\label{eq:recurrence}
\end{equation}
Try $c_n=T^nS$, with $T=\tanh r$ and $S=1/\cosh r$. Their derivatives are $T'=1-T^2$ and $S'=-TS$, so for $n\ge1$
\begin{align}
\frac{dc_n}{dr}
&=nT^{n-1}(1-T^2)S-T^{n+1}S\\
&=nT^{n-1}S-(n+1)T^{n+1}S .
\end{align}
This is the right side of (\ref{eq:recurrence}). For $n=0$ both sides equal $-TS$, and the initial values agree. The Schr\"odinger equation has one solution for a given initial state, so this is it.

Define $x=\tanh^2r$. Because $1/\cosh^2r=1-x$, the probability of $n$ pairs is
\begin{equation}
w_n=|c_n|^2=(1-x)x^n .
\label{eq:pairs}
\end{equation}
The geometric series confirms the normalization: $(1-x)\sum_nx^n=1$.

An ideal number-resolving herald detector selects one photon in mode $b$. The corresponding projector, $\Pi=1_a\otimes|1\rangle\langle1|_b$, turns the state into $c_1|1,1\rangle$. The output therefore contains one photon, and the success probability is
\begin{equation}
p=w_1=x(1-x).
\label{eq:p}
\end{equation}

At weak pumping $x\simeq r^2$ and $p\simeq r^2$. At very strong pumping $x\to1$ and $p\to0$, because most cycles create more than one pair. Between these limits $dp/dx=1-2x$ vanishes at $x=1/2$, giving the maximum $p=1/4$. In this single-mode model, stronger pumping cannot make one source deterministic.

For a worked case take $x=0.1$, or $r=0.3275$. The probabilities of no pair, one pair and more than one pair are $0.90$, $0.1(1-0.1)=0.09$ and $0.1^2=0.01$.

\section{Two sources, then many}

Let a switch read the heralds and send one successful source to the output. For two independent sources there are four outcomes, and three contain a success:
\begin{align}
P_2&=p_1(1-p_2)+(1-p_1)p_2+p_1p_2\\
&=p_1+p_2-p_1p_2\\
&=1-(1-p_1)(1-p_2).
\end{align}
If $p_2=0$, the result is $p_1$, as it must be for a dead second source. If $p_2=1$, the result is 1.

For $N$ sources, independence means that the joint state is a product, $\rho=\rho_1\otimes\cdots\otimes\rho_N$. Let $\Pi_k$ project onto success of source $k$. Failure is represented by $1-\Pi_k$, and projectors of different sources act on different modes. The trace of a tensor product is the product of the traces, so
\begin{align}
P_{\text{all fail}}
&=\mathrm{Tr}\Big[\rho\prod_{k=1}^N(1-\Pi_k)\Big]\\
&=\prod_{k=1}^N\mathrm{Tr}[\rho_k(1-\Pi_k)]
=\prod_{k=1}^N(1-p_k).
\end{align}
``All fail'' and ``at least one succeeds'' exclude each other and cover every outcome. Their probabilities add to one:
\begin{equation}
\boxed{P_N=1-\prod_{k=1}^N(1-p_k)}
\label{eq:main}
\end{equation}
Equal sources give (\ref{eq:form}). This is also the probability of delivering one photon, provided that the heralds are ideal and number-resolving and the switch is lossless and can route any source.

The routing gives a second derivation. Let the switch choose the first successful source in a fixed order, and let $Q_k=\prod_{j=1}^k(1-p_j)$, with $Q_0=1$. Source $k$ is chosen if it succeeds after $k-1$ failures. Its probability is
\begin{equation}
p_kQ_{k-1}=Q_{k-1}-(1-p_k)Q_{k-1}=Q_{k-1}-Q_k .
\end{equation}
In the sum over $k$ all intermediate terms cancel, leaving $Q_0-Q_N=1-Q_N$. The order affects which source is used, but not the total.

\section{Few sources and many sources}

Expanding the equal-source result gives
\begin{equation}
P_N=Np-\frac{N(N-1)}{2}p^2+\cdots .
\end{equation}
For $Np\ll1$, success grows in proportion to $N$. The negative term corrects for cycles with two successes, which the first term counts twice. For fixed $p>0$ and $N\to\infty$, $(1-p)^N\to0$ and $P_N\to1$.

With $p=0.09$ and $N=32$,
\begin{equation}
P_{32}=1-0.91^{32}=1-0.0489=0.951 .
\end{equation}
The mean number of successful sources is $Np=2.88$ per cycle. The output uses $0.951$ photon per cycle on average; the other $1.93$ heralded single photons are discarded. This surplus is the price of making total failure rare.

To reach a target $P<1$, require $(1-p)^N\le1-P$. Taking logarithms gives $N\ln(1-p)\le\ln(1-P)$. Division by the negative number $\ln(1-p)$ reverses the inequality:
\begin{equation}
N\ge\frac{\ln(1-P)}{\ln(1-p)} .
\end{equation}
For $P=0.99$, the smallest integer is 49 at $p=0.09$ and 17 at the maximum $p=1/4$. The second count relies on perfect number resolution, since at $x=1/2$ multiple pairs are as likely as single pairs.

\section{When the sources share their fate}

Suppose that one pump feeds all sources and its power fluctuates. At a given power the sources are independent, but all have the same varying $p$. Averaging over the fluctuation gives
\begin{equation}
P_{\text{common}}=1-\left\langle(1-p)^N\right\rangle .
\end{equation}
The function $f(p)=(1-p)^N$ has $f''=N(N-1)(1-p)^{N-2}\ge0$, so it lies on or above its tangent at the mean $\bar p$:
\begin{equation}
f(p)\ge f(\bar p)+f'(\bar p)(p-\bar p).
\end{equation}
The last term averages to zero. Hence $\langle f(p)\rangle\ge f(\bar p)$ and
\begin{equation}
P_{\text{common}}\le1-(1-\bar p)^N .
\end{equation}
The right side describes separate, independent fluctuations with the same mean. A pump dropout, with $p=0$, makes all the sources fail together. Pump noise alone cannot make their joint success certain, however, since $p\le1/4$ at every power in the single-mode model. If some other shared cause made all sources succeed together or fail together in every cycle, $P_N$ would equal the single-source probability for every $N$, and multiplexing would gain nothing.

For a number, let the pump power have a Gaussian spread of 10 percent rms, and let $r$ be proportional to power, as derived below for silicon. Gauss--Hermite quadrature gives $\bar p=0.0902$. With 32 sources, success is $0.945$ for common noise and $0.951$ for separate noise. The difference is small here, but common noise raises the failure probability by about 14 percent relative to separate noise.

\section{When a click does not mean one photon}

A threshold detector says ``some photons'' without counting them. If it detects each photon with probability $\eta$, then $n$ photons all escape detection with probability $(1-\eta)^n$. Using (\ref{eq:pairs}), the no-click probability is
\begin{equation}
\sum_{n=0}^{\infty}(1-x)x^n(1-\eta)^n
=\frac{1-x}{1-x(1-\eta)} .
\end{equation}
Subtracting from one gives the click probability
\begin{equation}
p_c=\frac{1-x(1-\eta)-(1-x)}{1-x(1-\eta)}
=\frac{\eta x}{1-x(1-\eta)} .
\end{equation}
A click and one pair occur together with probability $\eta x(1-x)$. Given a click, the probability of one pair is therefore
\begin{equation}
q=\frac{\eta x(1-x)}{p_c}=(1-x)[1-x(1-\eta)] .
\end{equation}
The switch takes the first source that clicks. Failures of earlier sources say nothing about the pair number in that source, so
\begin{equation}
P_{\text{one photon}}=q\left[1-(1-p_c)^N\right].
\end{equation}
For $N\to\infty$ this tends to $q$, not to 1. More sources remove empty cycles but cannot remove false single-photon announcements. Letting $x\to0$ restores $q\to1$, at the cost of more sources.

With $x=0.1$ and $\eta=0.9$, $p_c=0.09/0.99=0.0909$ and $q=0.9\times0.99=0.891$. Some detector clicks in a fraction $0.953$ of cycles, but one photon is delivered in only $0.953\times0.891=0.849$ of them.

\section{A silicon device}

Silicon waveguides make pairs by spontaneous four-wave mixing: two pump photons become a signal and an idler photon. Take a pump at 1550 nm and a signal at 1540 nm. Energy conservation, $2/\lambda_p=1/\lambda_s+1/\lambda_i$, places the idler at 1560.13 nm. The pump, signal and idler photon energies are $0.7999$, $0.8051$ and $0.7947$ eV. Here the idler serves as the herald.

\subsection{Switch loss}

A binary tree of two-input switches has $m=\log_2N$ stages. With a loss of $\ell$ dB per stage, the delivered probability is
\begin{equation}
D_N=P_N\,10^{-m\ell/10}.
\end{equation}
Let $F_N=(1-p)^N$. Doubling the bank changes $1-F_N$ to $1-F_N^2=(1-F_N)(1+F_N)$ and adds one stage. Thus
\begin{equation}
\frac{D_{2N}}{D_N}=(1+F_N)10^{-\ell/10}.
\end{equation}
Doubling helps while $F_N>10^{\ell/10}-1$. For a rough $\ell=0.5$ dB, this threshold is $0.12$. At $p=0.09$ the values are:
\begin{center}
\begin{tabular}{ccc}
$N$ & $P_N$ & $D_N$\\
8 & 0.530 & 0.375\\
16 & 0.779 & 0.491\\
32 & 0.951 & 0.535\\
64 & 0.998 & 0.500
\end{tabular}
\end{center}
Since $F_{16}=0.221$ is above the threshold and $F_{32}=0.049$ below it, 32 is the best binary tree for this $p$ and loss. In the limit $\ell\to0$ the threshold vanishes and every doubling helps.

\subsection{Absorption of two photons}

One photon lies below silicon's gap of roughly $1.12$ eV, but a pump and a signal photon together carry $1.605$ eV and can be absorbed. To size this loss, normalize the field $A$ so that $|A|^2$ is intensity. The Kerr effect and two-photon absorption give
\begin{equation}
\frac{dA}{dz}=\left(ik_0n_2-\frac{\beta}{2}\right)|A|^2A,
\qquad k_0=\frac{2\pi}{\lambda_p}.
\end{equation}
For a strong pump $A_p$ and a weak addition $\delta$, the linear part of $|A|^2A$ is $2|A_p|^2\delta+A_p^2\delta^*$. The second term couples signal to idler at the rate $k_0n_2I$, where $I=|A_p|^2$. At phase matching, with absorption left out of this coupling, the signal grows from a weak seed as $\cosh(k_0n_2Iz)$. The Hamiltonian above gives $da/dr=b^\dagger$ and $db^\dagger/dr=a$, hence growth as $\cosh r$. Comparison gives $r=k_0n_2IL$ for length $L$, proportional to pump power as long as the guide stays phase matched and the pump is not depleted.

The first term makes the signal amplitude decay at the rate $\beta I$, and its intensity at $2\beta I$. The absorption exponent is
\begin{equation}
2\beta IL=\frac{2\beta r}{k_0n_2}.
\end{equation}
Waveguide area and length cancel at fixed $r$. Rough values $n_2=5\times10^{-18}$ m$^2$/W and $\beta=5\times10^{-12}$ m/W give $IL\simeq1.6\times10^{10}$ W/m and an exponent of about $0.16$. A signal photon crossing the full length at constant pump intensity is lost with probability $1-e^{-0.16}\simeq0.15$. Photons born later travel less far, so this is an upper estimate for the signal arm within the model. The pump is absorbed too: $dI/dz=-\beta I^2$ with $\beta IL\simeq0.08$ removes about 7 percent of it over the length and lowers $r$ by about 4 percent. Idler loss would also weaken the herald.

\subsection{Other effects and the real case}

Many weak spectral modes change the pair statistics. Keep the mean pair number $\mu=x/(1-x)=0.111$ and divide it among $M$ equal modes. Each has $x_M=(\mu/M)/(1+\mu/M)$. One pair in total has probability
\begin{equation}
Mx_M(1-x_M)^M\longrightarrow\mu e^{-\mu}\qquad(M\to\infty),
\end{equation}
because $Mx_M\to\mu$ and $(1+\mu/M)^{-M}\to e^{-\mu}$. This gives $p=0.0994$ and $P_{32}=0.965$. The count improves, but a herald that does not identify the mode leaves the photon in a spectral mixture.

Dark counts at a rough 100 per second, in a 1 ns window, occur somewhere among 32 detectors with probability $3.2\times10^{-6}$. At 300 K the Bose--Einstein thermal occupation of the signal mode is $3\times10^{-14}$. Both are negligible here.

The material coefficients and the switch loss are rough inputs, and a larger loss per stage would lower $D_N$ further. With the threshold heralds above, $x=0.1$ leaves a fraction $1-q=0.109$ of the announcements with more than one pair; weaker pumping would reduce it. At $0.5$ dB per stage, switch loss is the largest of the effects sized here: with everything else ideal, it moves the 32-source result from $0.951$ to $0.535$. The ranking depends on that input: at $0.1$ dB per stage the result is $0.848$, level with the threshold-herald value $0.849$. The separate corrections should not simply be multiplied, since loss can turn two photons into one. Free-carrier absorption, Raman noise, phase mismatch and the delay line that holds photons while the switch acts are not included. The first need not be small. A pulse of duration $\tau$ leaves a carrier density of about $\beta I^2\tau/(2\hbar\omega_p)$, so length no longer cancels. With a rough cross section of $1.45\times10^{-21}$ m$^2$ and a 1 cm guide, the absorption exponent at the end of the pulse is about $0.007$ for 10 ps but about $0.7$ for 1 ns. The device numbers above therefore assume short pump pulses.

Numbers in the example were calculated in double precision.
